# Initial Meander Wavelength from Dimer Nucleation at Kink-Barrier Steps

## One gap, every pair a dimer

Consider a straight piece of step edge of length $g$ between two kinks. Lengths are counted in lattice sites. Atoms arrive at random at rate $F$ per edge site and hop along the edge at rate $D$ in each direction, so $D$ is also the diffusion coefficient in sites² per unit time. A kink captures for good any atom that reaches it along the gap.

The steady density $n(x)$ of free atoms obeys $Dn''+F=0$ with $n(0)=n(g)=0$. Hence

$$n(x)=\frac{F}{2D}\,x(g-x),\qquad \int_0^g n\,dx=\frac{F}{2D}\left(\frac{g^3}{2}-\frac{g^3}{3}\right)=\frac{Fg^3}{12D}.$$

When this mean number is small, the gap is usually empty. New atoms arrive at rate $Fg$, independently of what the gap contains, so an arrival finds another atom present at the rate $Fg\cdot Fg^3/(12D)=F^2g^4/(12D)$.

Now suppose that every such pair forms a dimer and that the gap keeps its length for the time $1/F$ in which one row's worth of atoms arrives. One dimer per row then requires

$$\frac{Fg^4}{12D}=1,\qquad g=\left(\frac{12D}{F}\right)^{1/4}\approx1.86\left(\frac DF\right)^{1/4}.$$

The quarter power is already visible: three powers of $g$ come from how many atoms are present, and one from how often another arrives. But some pairs are separated by capture, and real gaps shrink and split.

## The statement and its conditions

The edge is initially straight, without kinks. Two atoms on neighbouring sites form an immobile dimer, which starts a new row; the ends of a row segment are kinks. Nothing detaches. An atom on the outer side of a segment cannot pass around its end into the gap beside it: the kink Ehrlich–Schwoebel barrier is taken as impassable. The initial wavelength $\lambda$ is the mean spacing of the first-row nuclei. Then, for $D/F\to\infty$,

$$\lambda=C\left(\frac DF\right)^{1/4},\qquad C\approx1.79 .$$

Wavelength here means this mean spacing. The nuclei are unevenly spaced, so the height profile contains a broad range of periods, and the peak of its Fourier spectrum need not lie at $\lambda$. Later coarsening is not treated.

## First derivation: similarity

Restore the site length $a$ for this section, so that $D$ has dimension length²/time. Let $f=F/a$ be the arrival rate per unit length.

At low occupation a nucleation event needs two independent arrivals, so its rate $\omega$ in a gap is proportional to $f^2$. It can further depend on $D$, $g$ and $a$. In one dimension, however, two walkers cannot pass each other without becoming neighbours. Whether they meet before capture is decided by whether their paths cross, and this probability tends to a finite number as $a/g\to0$. The length $a$ therefore drops out, and $\omega=c\,f^2g^\alpha D^\beta$ with a pure number $c$. The powers of time and of length give

$$-2-\beta=-1,\qquad -2+\alpha+2\beta=0\quad\Rightarrow\quad\beta=-1,\ \alpha=4,\qquad \omega=c\,\frac{f^2g^4}{D}.$$

The gap is also being filled. It receives $fg$ atoms per unit time, each shortening it by $a$. No atom enters from the top of a neighbouring segment, so

$$\frac{dg}{dt}=-afg=-Fg .$$

Measure time by $\tau=Ft$ and length by a scale $\Lambda$, with $g=\Lambda\gamma$. The two rules become

$$\frac{d\gamma}{d\tau}=-\gamma,\qquad \frac{\omega}{F}=c\,\frac{f^2\Lambda^4}{DF}\,\gamma^4 .$$

The choice $\Lambda^4=DF/f^2=a^2D/F$ removes every parameter. The relative place at which a gap is split has no parameter either, since $D$ and $g$ alone form no pure number. The mean spacing is thus a fixed number times $\Lambda$:

$$\frac{\lambda}{a}=C\left(\frac{D}{a^2F}\right)^{1/4}.$$

One point needs care: the initial gap is the whole edge, where occupation is not low. At early times the density of atoms is $Ft$ per site, and each explores about $\sqrt{Dt}$ sites. Nucleation sets in when $Ft\sqrt{Dt}\sim1$, that is at $Ft\sim(F/D)^{1/3}\ll1$, and leaves gaps of order $(D/F)^{1/3}$. These are long compared with $(D/F)^{1/4}$, so they split again, and it is this later splitting that sets the final spacing.

The argument also shows why a mean-field nucleation rate is wrong here. A rate $kn^2$ per unit length needs a coefficient $k$ of dimension length/time, hence $k\sim D/a$. With $n\sim fg^2/D$ it gives $\omega\sim f^2g^5/(aD)$, and one event per row would yield the exponent $1/5$. That rate treats positions of atoms as uncorrelated, whereas walkers on a line that come close soon meet, and close pairs are depleted. Solving the two-walker problem on lattice gaps of 80 and 160 sites gives $\omega\propto g^{3.98}$, in agreement with the fourth power and not the fifth.

## Second derivation: counting pairs and gaps

**Probability of meeting.** Return to $a=1$ and scale positions by $g$. When a second atom arrives, the first has the normalized density $6x(1-x)$; the second is uniform. Call the left position $x$ and the right one $y$. Adding the two ways of assigning the atoms gives, in the triangle $0<x<y<1$, the starting density

$$\rho=6[x(1-x)+y(1-y)],\qquad\int\rho\,dx\,dy=1 .$$

The point $(x,y)$ diffuses isotropically. The legs $x=0$ and $y=1$ mean capture, the diagonal $x=y$ means a dimer. The probability $u$ of reaching the diagonal first is harmonic, with $u=1$ on the diagonal and $u=0$ on the legs, and $p=\int\rho u$.

Put $w=x(1-x)y(1-y)$. Then $\nabla^2w=-2[x(1-x)+y(1-y)]$, so $\rho=-3\nabla^2w$. Green's identity with $\nabla^2u=0$ reads

$$\int u\nabla^2w=\oint(u\,\partial_nw-w\,\partial_nu)\,ds .$$

The legs contribute nothing because $u=w=0$ there. On the diagonal $\partial_nw=0$, since $w$ is symmetric under $x\leftrightarrow y$. With $q(z)=z^2(1-z)^2$, the value of $w$ at $x=y=z$,

$$p=3\int_{\rm diag}q\,\partial_nu\,ds .$$

To find $u$, let $v=1-u$, which vanishes on the diagonal, and continue it into the full square by $v(y,x)=-v(x,y)$. It is harmonic there, equal to $+1$ on $x=0$ and $y=1$, and to $-1$ on $x=1$ and $y=0$. With $\kappa=k\pi$,

$$v=\sum_{k\,\rm odd}\frac{4}{\kappa\sinh\kappa}\Big\{\sin\kappa y\,[\sinh\kappa(1-x)-\sinh\kappa x]+\sin\kappa x\,[\sinh\kappa y-\sinh\kappa(1-y)]\Big\}.$$

The outward normal is $(1,-1)/\sqrt2$ and $ds=\sqrt2\,dz$, so $\partial_nu\,ds=-(v_x-v_y)dz=-2v_x\,dz$, because $v_y=-v_x$ on the diagonal. Differentiation gives

$$-2v_x=\sum_{k\,\rm odd}\frac{8}{\sinh\kappa}\Big\{\sin\kappa z\,[\cosh\kappa(1-z)+\cosh\kappa z]+\cos\kappa z\,[\sinh\kappa(1-z)-\sinh\kappa z]\Big\}.$$

Under $z\to1-z$, for odd $k$, $\sin\kappa z$ is unchanged and $\cos\kappa z$ changes sign. Since $q$ is symmetric, the terms in $\cosh\kappa z$ and $\sinh\kappa z$ contribute as much as the other two:

$$p=48\sum_{k\,\rm odd}\frac{1}{\sinh\kappa}\int_0^1qh\,dz,\qquad h=\sin\kappa z\cosh\kappa(1-z)+\cos\kappa z\sinh\kappa(1-z).$$

Successive derivatives are

$$h'=-2\kappa\sin\kappa z\sinh\kappa(1-z),\qquad h'''=4\kappa^3\cos\kappa z\cosh\kappa(1-z),\qquad h''''=-4\kappa^4h .$$

Thus $\int qh=-\int qh''''/(4\kappa^4)$, and four integrations by parts give

$$\int_0^1qh''''dz=\big[qh'''-q'h''+q''h'-q'''h\big]_0^1+\int_0^1q''''h\,dz .$$

At both ends $q=q'=0$ and $h'=0$. Further, $q'''=24z-12$, $q''''=24$, $h(0)=\sinh\kappa$ and $h(1)=0$, so the bracket equals $-12\sinh\kappa$. Because $[\cos\kappa z\cosh\kappa(1-z)]'=-\kappa h$ and $\cos\kappa=-1$, $\int h\,dz=(1+\cosh\kappa)/\kappa$. Therefore

$$\int_0^1qh\,dz=\frac{3\sinh\kappa}{\kappa^4}-\frac{6(1+\cosh\kappa)}{\kappa^5}.$$

Using $(1+\cosh\kappa)/\sinh\kappa=\coth(\kappa/2)$ and $\sum_{k\,\rm odd}\kappa^{-4}=1/96$,

$$p=\frac32-\frac{288}{\pi^5}\sum_{k\,\rm odd}\frac{\coth(k\pi/2)}{k^5}\approx0.4696 .$$

Slightly more than half of the pairs are lost to the kinks. The nucleation rate is $\omega=pF^2g^4/(12D)$. The lattice walkers, extrapolated to long gaps, give the same $p$ to four digits.

**Place of meeting.** Let $b(z)$ be the density of the relative meeting place. Replace the diagonal value $1$ by any function $\phi(z)$ and call the harmonic function $u_\phi$. The same steps give $p\langle\phi\rangle=3\int q\,\partial_nu_\phi\,ds$. Let $U$ be harmonic, equal to $q$ on the diagonal and zero on the legs. Green's identity for two harmonic functions moves the derivative, $\int q\,\partial_nu_\phi\,ds=\int\phi\,\partial_nU\,ds$. As $\phi$ is arbitrary,

$$p\,b(z)\,dz=3\,\partial_nU\,ds .$$

With $\zeta=x+i(1-y)$, the functions $\operatorname{Im}\zeta^{4k+2}$ are harmonic and vanish on both legs, where $\zeta$ is real or imaginary. A sum of them fitted to $q$ on the diagonal gives $U$ numerically. The mean square distance of the dimer from the gap centre is $0.037g^2$, against $g^2/12\approx0.083g^2$ for a uniform place: dimers favour the middle.

**Splitting of gaps.** Since $dg/dt=-Fg$, the variable $s=ge^{Ft}$ stays constant between nucleations. When a gap splits, its $s$ is shared between the parts (the dimer's own length is neglected), so the sum of all $s$ remains the edge length. The splitting rate is $pF^2s^4e^{-4Ft}/(12D)$. With the new clock

$$T=\int_0^t\frac{pF^2}{12D}e^{-4Ft'}dt'=\frac{pF}{48D}\left(1-e^{-4Ft}\right)\;\longrightarrow\;\frac{pF}{48D},$$

a gap splits at rate $s^4$ per unit $T$. Splitting stops by itself because the gaps close.

Let $N(s,T)ds$ be the number of gaps per edge site. Loss by splitting and gain of two parts give

$$\partial_TN=-s^4N+2\int_s^\infty r^4N(r)\,b(s/r)\,\frac{dr}{r}.$$

Multiply by $s^\alpha$ and integrate. With $M_\alpha=\int s^\alpha N\,ds$ and $B_\alpha=\int_0^1u^\alpha b\,du$,

$$\frac{dM_\alpha}{dT}=(2B_\alpha-1)M_{\alpha+4}.$$

By symmetry $B_1=\tfrac12$, so $M_1$ is conserved, and it equals 1. After the long initial gap is forgotten, the only length is $T^{-1/4}$, hence $M_\alpha=m_\alpha T^{(1-\alpha)/4}$ with $m_1=1$. Insertion gives

$$m_{\alpha+4}=\frac{\alpha-1}{4(1-2B_\alpha)}\,m_\alpha,\qquad m_5=\frac{1}{8\int_0^1u\ln(1/u)\,b\,du},$$

the second by the limit $\alpha\to1$, where $1-2B_\alpha\approx2(\alpha-1)\int u\ln(1/u)\,b\,du$.

We need $m_0$, but the known values are $m_1,m_5,m_9,\dots$. Moments of a positive density have $\ln m_\alpha$ convex in $\alpha$. The chain starting at $\alpha=0$ gives $m_{4K}$ as a known multiple of $m_0$, and convexity bounds it from above:

$$\ln m_{4K}\le\tfrac34\ln m_{4K+1}+\tfrac14\ln m_{4K-3}.$$

Extrapolating the chord from $4K-7$ to $4K-3$ bounds it from below. The bounds differ by $\tfrac34$ of the logarithm of the ratio of two successive recursion factors, which tends to zero as $K$ grows. So $m_0$ is determined, and its value is $1.777$. Directly simulated random splitting gives $1.774$.

The case $b=1$ can be solved in closed form and shows what the splitting place does. Substitution confirms $N=(4/\sqrt\pi)\,T^{1/2}e^{-Ts^4}$: the gain term is $2(4/\sqrt\pi)T^{1/2}\int_s^\infty r^3e^{-Tr^4}dr=(4/\sqrt\pi)\,e^{-Ts^4}/(2T^{1/2})$, which is the derivative of the factor $T^{1/2}$. Integration over $s$ gives $m_0=\Gamma(1/4)/\sqrt\pi\approx2.046$, and the moment chains reproduce it. Central splitting yields fewer gaps, in keeping with the fact that $u^4+(1-u)^4$, the relative splitting rate of the two parts together, is smallest at $u=\tfrac12$.

The final number of nuclei per site is $M_0=m_0T^{1/4}$ at $T=pF/(48D)$. Its inverse is

$$\lambda=\frac1{m_0}\left(\frac{48}{p}\right)^{1/4}\left(\frac DF\right)^{1/4}=\frac{3.18}{1.777}\left(\frac DF\right)^{1/4}\approx1.79\left(\frac DF\right)^{1/4}.$$

## From nuclei to a meander

Atoms that land on a first-row segment cannot leave it, so the first two to land there must meet. With $t$ counted from its nucleation, a young segment grows at a rate $F$ times half the gap it has split, a length of order $\lambda$. Taking $L\approx\lambda Ft$ as an estimate, the number landed on it is $\int FL\,dt=\lambda(Ft)^2/2$. This reaches two at $Ft=2/\sqrt\lambda$, when $L\approx2\sqrt\lambda$, much less than $\lambda$ for long wavelengths. The second row thus starts close to the first nucleus.

Let $\varphi_n$ be the fraction of the edge carrying at least $n$ rows, with $\varphi_0=1$. Atoms landing on exposed row $n-1$ all join row $n$:

$$\frac{d\varphi_n}{dt}=F(\varphi_{n-1}-\varphi_n).$$

The fraction with exactly $n$ rows, $P_n=\varphi_n-\varphi_{n+1}$, then obeys $dP_n/dt=F(P_{n-1}-P_n)$. This is a Poisson distribution with mean and variance $Ft$: the edge roughens steadily. The variance says nothing about wavelength, so it must also be checked that the edge stands higher over the first nuclei than elsewhere. In a simulation at $D/F=2000$ and $Ft=4$, the height there exceeds the mean by 1.61 rows on average, though not every nucleus carries a crest of its own; without the barrier the excess is 0.07 rows. The variances are 3.75 and 0.42 rows². The first is somewhat below the predicted 4. This deficit is largely systematic: in the simulation an atom that arrives on top of a lone atom is moved to the free place beside it, one row lower. Each such move lowers the sum of squared heights by 2, whereas the Poisson law assumes that arrivals are never redirected. Sampling noise from the random arrivals comes on top of this.

For a finite barrier, let $\ell$ be the length defined by an outflow $Dn/\ell$ at each end of a segment. Half of the supply $FL$ leaves at each end, so the end density is $FL\ell/(2D)$. For $\ell\gg L$ the segment holds about $FL^2\ell/(2D)$ atoms, and pairs form at rate $F^2L^3\ell/(2D)$. At $L\sim\lambda$ this makes about $F\lambda^3\ell/(2D)=C^4\ell/(2\lambda)\approx5\,\ell/\lambda$ pairs per row time, which is many when $\ell\gg\lambda$. With $L\approx\lambda Ft$, the number formed by time $t$ is about $(5\ell/4\lambda)(Ft)^4$ and reaches one at $Ft\approx(\lambda/\ell)^{1/4}$. This estimate holds for $\ell\ll\lambda^3/16$, the value at which it would fall to $2/\sqrt\lambda$. For still larger $\ell$ hardly any atom leaves, and the onset settles near the time $2/\sqrt\lambda$ found above for the impassable barrier, since two atoms must first have landed. The onset thus moves to earlier times only slowly as $\ell$ grows, but the atoms lost before it, at most about $\lambda(Ft)^2/2$, are a small fraction of $\lambda$ when $\ell\gg\lambda$. Once it has started, consider an atom that lands between its kink and the end of the segment, a distance $w$ apart. Its probability of leaving rises linearly with the distance $x$ from the kink, as $x/(w+\ell)$, with mean $w/[2(w+\ell)]$. This too is small for $\ell\gg\lambda$. The strong-barrier picture therefore holds for $\ell\gg\lambda$, though it is approached slowly: at $\ell=10\lambda$ the second row starts only when the segment is about half of $\lambda$ long. When $\ell$ is comparable to $\lambda$, an appreciable part of the atoms leaks out.

## Size of the corrections, and an example

At $g\sim\lambda$ the mean occupation is of order $F\lambda^3/D\sim1/\lambda$, and the dimer's length is also a fraction of order $1/\lambda$ of the gap. Such relative corrections shift the spacing by a constant number of sites. Atom-by-atom simulation of the first row gives:

| $D/F$ | simulated spacing (sites) | law (sites) |
|---|---|---|
| $10^3$ | 12.3 | 10.1 |
| $10^4$ | 19.9 | 17.9 |
| $10^5$ | 34.2 | 31.8 |

The excess falls from 22% to 8% of the law's value. A straight line against $(D/F)^{1/4}$ has slope 1.81 and an offset of about 2 sites. The slope agrees with $C$, but the longest run has only about 530 nuclei, so its spacing is uncertain by a few per cent and the test is no sharper than that. The size of the offset has not been derived.

For round model parameters, take $D=2\times10^6$ sites²/s, deposition of 0.01 atoms per site per second, and a terrace 20 sites wide that sends all its atoms to one edge. Then

$$F=0.01\times20=0.20\ \text{s}^{-1},\qquad \frac DF=10^7,\qquad \lambda=1.79\times(10^7)^{1/4}\approx101\ \text{sites}.$$

With a site length of 0.25 nm this is 25 nm. A gap of this length holds on average 0.0085 atoms, and the ratio $F\lambda^2/(12D)$ of an atom's lifetime to the row time is $8\times10^{-5}$, so the assumptions of low occupation and steady density hold well. An offset of two sites would change $\lambda$ by 2%. Sixteen times the supply halves the wavelength, to 50 sites. The supply is taken as uniform whatever the shape of the edge. On a real step fed only from the terrace in front, protrusions collect more atoms than recesses (the Bales–Zangwill instability); this competing cause of meandering is not part of the model. The full figures are in the numerical output below.

## What each derivation assumes

Both derivations need irreversible dimers, low occupation, a gap that changes slowly compared with an atom's lifetime, and the one-dimensional fact that atoms cannot pass each other unnoticed. Both take the first-row nuclei as the seeds of the meander, which rests on the strong barrier.

The similarity argument uses nothing about the shape of $n(x)$, the value of $p$ or the splitting place. It assumes that a finite spacing independent of the initial gap exists, and it leaves $C$ unknown. In return it tolerates changes of the rules that add no new length. If atoms passed freely from the tops of segments into the gaps, the filling law would involve neighbouring segments, yet it would still scale in the same way. The spacing of first-row nuclei would keep its quarter power with another prefactor, though it would no longer be the wavelength of a growing meander. A finite $\ell$ does add a length, and then $C$ may depend on $\ell/\Lambda$.

The counting argument needs more: kinks that capture perfectly, uniform arrival, and gaps that fill independently of each other. The last condition comes from the impassable barrier and is what makes $s$ constant. With these it supplies the number 1.79 and shows how the initial gap is forgotten. The crude estimate at the start gave 1.86, within 4% of $C$, but it omitted the loss of pairs, the shrinking of gaps and their repeated splitting, so nothing in it guaranteed that closeness.

## Computed values

```
meeting probability p, series: 0.46961
meeting probability p, integrated flux: 0.46961
meeting probability p, lattice walkers extrapolated: 0.4696
nucleation-rate exponent, gaps 80 to 160 sites: 3.979
mean square relative offset of dimer, continuum: 0.03706
mean square relative offset of dimer, lattice: 0.03705
m0 for uniform splitting, moment chains: 2.04553
m0 for uniform splitting, closed form: 2.04553
m0 for true splitting, moment chains: 1.7765
m0 for true splitting, random fragmentation: 1.7738
prefactor C of the wavelength law: 1.7898
simple estimate 12^(1/4) of the prefactor: 1.8612
simulation D/F = 1e+03, edge 20000 sites: spacing 12.32 sites, law 10.06 sites, bare fraction 0.0498
simulation D/F = 1e+04, edge 30000 sites: spacing 19.89 sites, law 17.90 sites, bare fraction 0.0508
simulation D/F = 1e+05, edge 18000 sites: spacing 34.22 sites, law 31.83 sites, bare fraction 0.0498
expected bare fraction at Ft = 3: 0.0498
slope of simulated spacing against (D/F)^(1/4): 1.806
offset of that line: 2.03 sites
multi-row runs: D/F = 2000, edge 2000 sites, Ft = 4
height variance with kink barrier: 3.75 rows^2
height variance without barrier: 0.42 rows^2
excess height over first nuclei, barrier: 1.61 rows
excess height over first nuclei, none: 0.07 rows
example edge diffusion D: 2.0e+06 sites^2/s
example deposition rate: 0.01 per site per s
example terrace width: 20 sites
example supply F: 0.20 per edge site per s
example D/F: 1.00e+07
example site length: 0.25 nm
example wavelength: 100.6 sites
example wavelength: 25.2 nm
example resident atoms F*lambda^3/(12D): 8.50e-03
example lifetime over row time F*lambda^2/(12D): 8.44e-05
example wavelength at 16 times the supply: 50.3 sites
```
